# Fourier Potential of a Point Charge near a Semiconductor–Insulator Interface, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

The plane $z=0$ separates two half-spaces. The semiconductor fills $z>0$ and has permittivity $\varepsilon_s$. The insulator fills $z<0$ and has permittivity $\varepsilon_i$. SI units are used, so $\varepsilon_s=\kappa_s\varepsilon_0$ and $\varepsilon_i=\kappa_i\varepsilon_0$, where $\varepsilon_0$ is the vacuum permittivity and $\kappa_s$, $\kappa_i$ are relative permittivities.

A point charge $Q$ is fixed at height $z_0$. It may be a charged impurity in the semiconductor ($z_0>0$) or a trapped charge in the insulator ($z_0<0$). Positions in the plane are written $\mathbf r=(x,y)$, with $r=|\mathbf r|$, and the charge lies at $\mathbf r=0$.

The electrostatic potential is represented by its in-plane Fourier components:

$$
\phi(\mathbf r,z)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,\phi(q,z),\qquad q=|\mathbf q|>0 .
$$

The factor $(2\pi)^{-2}$ stands in this inverse transform, so the forward transform carries no prefactor. The component $\phi(q,z)$ therefore has the unit of potential times area. It depends on the length of $\mathbf q$ alone, because the charge and both media are unchanged by rotation about the $z$ axis.

The model rests on these assumptions:

- Both media are uniform, isotropic and linear, with positive static permittivities. Static values are appropriate because the charge does not move.
- The interface is flat and abrupt, and it carries no free charge apart from $Q$ itself when $z_0=0$.
- Both half-spaces are infinitely thick, so there is no gate electrode.
- Mobile carriers do not respond. The result is the external potential, which channel carriers would afterwards screen.

The Fourier form is the useful one for transport. A carrier that moves freely along the interface and is scattered from wavevector $\mathbf k$ to $\mathbf k'$ receives the change $\mathbf q=\mathbf k'-\mathbf k$, and the potential component with this same $\mathbf q$ causes the transition to lowest order.

## 2. From three dimensions to one

The displacement field is $\mathbf D=-\varepsilon(z)\nabla\phi$, and its divergence equals the density of free charge. Hence

$$
\nabla\cdot\left[\varepsilon(z)\nabla\phi(\mathbf r,z)\right]=-Q\,\delta^2(\mathbf r)\,\delta(z-z_0).
$$

The permittivity depends on $z$ but not on $\mathbf r$. It can be taken outside the in-plane derivatives, but it must stay inside the outer $z$ derivative:

$$
\varepsilon(z)\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial y^2}\right)\phi
+\frac{\partial}{\partial z}\left[\varepsilon(z)\frac{\partial\phi}{\partial z}\right]
=-Q\,\delta^2(\mathbf r)\,\delta(z-z_0).
$$

Now insert the Fourier representation. Two in-plane derivatives of $e^{i\mathbf q\cdot\mathbf r}$ give the factor $-q^2$. The in-plane delta function is

$$
\delta^2(\mathbf r)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r},
$$

so each of its Fourier components equals one. Plane waves with different $\mathbf q$ are independent, and their coefficients on the two sides must agree separately. With a prime for $d/dz$,

$$
\left[\varepsilon(z)\phi'(q,z)\right]'-\varepsilon(z)q^2\phi(q,z)=-Q\,\delta(z-z_0).
$$

The three-dimensional problem has become an ordinary differential equation for each $q$. Different components do not mix, because the flat interface is unchanged by displacement along the plane.

Away from $z=0$ and $z=z_0$ the permittivity is constant and the right-hand side vanishes. The equation there is $\phi''=q^2\phi$, with solutions $e^{qz}$ and $e^{-qz}$. A potential that varies along the plane with wavelength $2\pi/q$ therefore changes in the perpendicular direction over the length $1/q$.

## 3. Conditions at the interface and at the charge

Take first $z_0\neq0$. The potential is continuous everywhere. If it jumped at some height, $\phi'$ would contain a delta function and $(\varepsilon\phi')'$ would contain a derivative of a delta function. No other term in the equation could cancel it.

To find the condition on the slope at the interface, integrate the equation from $-\eta$ to $+\eta$, with $\eta$ so small that the charge is outside the interval:

$$
\varepsilon_s\phi'(q,\eta)-\varepsilon_i\phi'(q,-\eta)
=q^2\int_{-\eta}^{\eta}\varepsilon(z)\phi(q,z)\,dz .
$$

The integrand is bounded, so the right-hand side vanishes as $\eta\to0$. This leaves

$$
\varepsilon_s\phi'(q,0^+)=\varepsilon_i\phi'(q,0^-).
$$

The normal component of $\mathbf D$ is continuous because there is no free interface charge. The slope of the potential itself is discontinuous when the permittivities differ and the slope is not zero.

Let $\varepsilon_Q$ denote the permittivity of the medium that holds the charge: $\varepsilon_Q=\varepsilon_s$ for $z_0>0$ and $\varepsilon_Q=\varepsilon_i$ for $z_0<0$. Integration over a small interval around $z_0$ now includes the delta function, and gives

$$
\varepsilon_Q\left[\phi'(q,z_0^+)-\phi'(q,z_0^-)\right]=-Q .
$$

For positive $Q$ the slope drops on passing upward through the charge. The potential has a peak there, as it should.

Finally, $\phi(q,z)$ must vanish as $z\to\pm\infty$. The growing exponential in each outer region would describe a field produced by other charges far away.

## 4. These conditions fix one solution

Suppose that two functions satisfy all the conditions. Their difference $u(z)$ has no source, so

$$
(\varepsilon u')'=\varepsilon q^2u .
$$

Both $u$ and $\varepsilon u'$ are continuous, and $u$ decays at large distance. In the outer regions $u$ consists of decaying exponentials, hence $u'$ decays too. Multiply by $u^*$ and integrate over all $z$. The left-hand side is integrated by parts:

$$
\int u^*(\varepsilon u')'\,dz
=\left[u^*\varepsilon u'\right]_{-\infty}^{\infty}-\int\varepsilon|u'|^2dz
=-\int\varepsilon|u'|^2dz .
$$

The boundary term vanishes at infinity. The interface adds no further term, because $u^*$ and $\varepsilon u'$ are continuous there. The right-hand side of the equation gives $q^2\int\varepsilon|u|^2dz$, and therefore

$$
\int\varepsilon\left(|u'|^2+q^2|u|^2\right)dz=0 .
$$

Both terms are non-negative since $\varepsilon>0$. Each must vanish, so $u=0$ and the two solutions coincide. Any function that meets the conditions is thus the solution, however it was found.

The argument needs $q>0$. At $q=0$ the equation is $(\varepsilon\phi')'=-Q\delta(z-z_0)$, so $\varepsilon\phi'$ is constant on each side of the charge and drops by $Q$ there. It cannot vanish on both sides. On at least one side the potential therefore varies linearly at large distance, and no decaying solution exists. This single point does no harm to the real-space potential: section 10 shows that the $1/q$ singularity can be integrated in two dimensions. Its square is another matter. The unscreened rate of section 12 goes as $1/q^2$, and its integral over all scattering angles diverges at small angle unless screening or a gate cuts it off. The rate weighted with $1-\cos\theta$, where $\theta$ is the scattering angle, stays finite.

## 5. The direct term

Consider first a medium of permittivity $\varepsilon_s$ that fills all space. The solution must decay on both sides of the charge and be continuous there, so it has the form $C e^{-q|z-z_0|}$. Its slope is $+qC$ just below the charge and $-qC$ just above. The jump condition becomes

$$
\varepsilon_s(-qC-qC)=-Q,
\qquad\text{so}\qquad
C=\frac{Q}{2\varepsilon_sq}.
$$

The potential in the uniform medium is therefore

$$
\phi_{\rm uni}(q,z)=\frac{Q}{2\varepsilon_sq}\,e^{-q|z-z_0|}.
$$

The factor 2 arises because the field leaves the charge towards both sides.

The problem has been reduced to an ordinary differential equation for each $q>0$, with conditions that fix a single solution, and the direct term for a uniform medium has been found. It remains to include the interface for a charge in either medium, and to examine the physical content and use of the result.
